# Imaginary local energy in Monte Carlo: current, zero mean and variance, part 1

(Sections cited here and not found follow in the second part.)

## 1. The imaginary part is a current divergence with zero mean

For one electron in a two-dimensional well with a magnetic field, a complex trial function gives a local energy whose real part averages to 2.1527 hartree. The imaginary part averages to zero within rounding, about $5\times10^{-17}$ hartree. Yet its mean square is 0.2861 hartree², slightly more than the variance of the real part, 0.2778 hartree². A quantity that contributes nothing to the energy thus supplies about half of the variance of $H$. Two questions follow: why the mean vanishes while the values do not, and what an implementation should do with them.

The trial function is

$$
\psi(x,y)=P\,e^{-\alpha r^2/2},\qquad P=c+x+\gamma y,\qquad \gamma=\kappa+i\eta, \tag{1}
$$

with $r^2=x^2+y^2$, $\alpha=1.2$ bohr⁻², $c=0.5$ bohr, $\kappa=0.3$ and $\eta=0.5$. The well has frequency $\omega_0=1$ and the field is $B=1$, both in atomic units. These are round model parameters.

### Hamiltonian and conventions

Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge are 1. The electron charge is $-1$, which makes the kinetic momentum $-i\nabla+\mathbf A$. For $N$ electrons let $X$ collect all Cartesian coordinates, let $k$ number them, and let $\nabla$ act in this whole configuration space. The Hamiltonian is

$$
H=\tfrac12\sum_k\pi_k^2+V(X),\qquad \pi_k=-i\partial_k+A_k(X), \tag{2}
$$

where $A_k$ and $V$ are real functions that act by multiplication. No gauge condition is imposed. The spin assignment is held fixed, so $\psi$ is an ordinary complex function of $X$. Define

$$
\rho=|\psi|^2,\qquad E_L=\frac{H\psi}{\psi},\qquad
j_k=\operatorname{Re}(\psi^*\pi_k\psi)=\operatorname{Im}(\psi^*\partial_k\psi)+A_k\rho. \tag{3}
$$

The two forms of $j_k$ agree because $\operatorname{Re}(-iz)=\operatorname{Im}z$. Angle brackets $\langle\cdot\rangle$ denote averages over the normalized density $\rho/\int\rho\,dX$. It is assumed that $\psi$ is normalizable and belongs to the domain of $H$; in particular, $H\psi$ is square-integrable and contains no delta functions.

### The pointwise identity

Multiplying the local energy by the density removes the division by $\psi$:

$$
\rho E_L=\psi^*H\psi=\tfrac12\sum_k\psi^*\pi_k^2\psi+V\rho. \tag{4}
$$

The last term is real. For the kinetic term, write out the outer momentum operator,

$$
\psi^*\pi_k(\pi_k\psi)=-i\psi^*\partial_k(\pi_k\psi)+A_k\psi^*\pi_k\psi, \tag{5}
$$

and use the product rule in the form

$$
-i\psi^*\partial_k(\pi_k\psi)=-i\partial_k(\psi^*\pi_k\psi)+i(\partial_k\psi^*)\,\pi_k\psi. \tag{6}
$$

Since $A_k$ is real, $(\pi_k\psi)^*=i\partial_k\psi^*+A_k\psi^*$. The last terms of (5) and (6) therefore combine to a squared modulus:

$$
\psi^*\pi_k^2\psi=|\pi_k\psi|^2-i\partial_k(\psi^*\pi_k\psi). \tag{7}
$$

Now take the imaginary part. The squared modulus drops out, and $\operatorname{Im}(-iz)=-\operatorname{Re}z$ turns the second term into $-\partial_kj_k$. Summing with the factor $\frac12$ of the kinetic energy gives

$$
\boxed{\operatorname{Im}E_L=-\frac{\nabla\cdot\mathbf j}{2\rho}}\qquad(\psi\ne0). \tag{8}
$$

The imaginary part is thus minus one half of the divergence divided by the density. In general units, with $\mathbf j$ defined using the velocity $\boldsymbol\pi/m$, the factor is $-\hbar/2$. The divergence runs over the coordinates of all electrons.

Equation (8) was tested at 40 configurations of a complex two-electron trial function for helium, with Coulomb terms and a vector potential of nonzero divergence. The largest $|\operatorname{Im}E_L|$ was 1.76 hartree; the two sides differed by at most $7.4\times10^{-16}$ hartree.

### A form suited to code

The local energy can be built from derivatives of $\ln\psi$ alone. Put $\mathbf w=-i\nabla\ln\psi+\mathbf A$, so that $\boldsymbol\pi\psi=\mathbf w\psi$. A second application gives

$$
\boldsymbol\pi\cdot(\mathbf w\psi)=-i(\nabla\cdot\mathbf w)\psi+\mathbf w\cdot\boldsymbol\pi\psi
=(-i\nabla\cdot\mathbf w+\mathbf w^2)\psi,
$$

$$
E_L=V+\tfrac12(\mathbf w^2-i\nabla\cdot\mathbf w). \tag{9}
$$

Here $\mathbf w^2=\sum_kw_k^2$ is a square without complex conjugation. Away from zeros write $\psi=Re^{iS}$ with $R>0$, and set $\mathbf v=\nabla S+\mathbf A$ and $\mathbf u=\nabla R/R$. Then $\mathbf w=\mathbf v-i\mathbf u$. Because $\nabla\cdot\mathbf u+\mathbf u^2=\nabla^2R/R$, separation of (9) gives

$$
\operatorname{Re}E_L=-\frac{\nabla^2R}{2R}+\tfrac12\mathbf v^2+V,\qquad
\operatorname{Im}E_L=-\tfrac12\nabla\cdot\mathbf v-\mathbf v\cdot\mathbf u. \tag{10}
$$

The current is $\mathbf j=R^2\mathbf v$, and expanding $\nabla\cdot(R^2\mathbf v)$ recovers (8). A gauge change $S\to S+\chi$, $\mathbf A\to\mathbf A-\nabla\chi$ leaves $R$ and $\mathbf v$ unchanged, so both parts of $E_L$ are gauge invariant.

### What the imaginary part measures

If $\psi$ is taken as the initial state of $i\partial_t\psi=H\psi$, then at that instant

$$
\partial_t\rho=2\operatorname{Re}(\psi^*\partial_t\psi)
=2\operatorname{Re}(-i\psi^*H\psi)=2\rho\operatorname{Im}E_L,
$$

so that

$$
\operatorname{Im}E_L=\tfrac12\,\partial_t\ln\rho. \tag{11}
$$

A positive value marks a configuration whose probability would start to grow. An eigenstate has $\operatorname{Im}E_L=0$ everywhere, but it can still carry current, provided the current has no divergence. The converse fails: a real $\psi$ with $\mathbf A=0$ has no current at all, whether or not it is an eigenstate.

For the trial function (1), take $\mathbf A=\frac B2(-y,x)$ and $V=\frac12\omega_0^2r^2$. Since $\nabla\cdot\mathbf A=0$, the cross term in $\frac12\boldsymbol\pi^2$ is $\mathbf A\cdot(-i\nabla)=\frac B2L_z$, with $L_z=-i(x\partial_y-y\partial_x)$. The term $\frac12\mathbf A^2=\frac18B^2r^2$ adds to the well:

$$
H=-\tfrac12\nabla^2+\tfrac B2L_z+\tfrac12\Omega^2r^2,\qquad
\Omega^2=\omega_0^2+\tfrac14B^2=1.25. \tag{12}
$$

Let $G=e^{-\alpha r^2/2}$ and $L=P-c=x+\gamma y$. From $\nabla G=-\alpha\mathbf rG$, $\nabla^2G=(\alpha^2r^2-2\alpha)G$, $\nabla^2P=0$ and $\mathbf r\cdot\nabla P=L$,

$$
-\tfrac12\nabla^2(PG)=\left(\alpha P+\alpha L-\tfrac12\alpha^2r^2P\right)G.
$$

The Gaussian is rotationally symmetric, so $L_z$ acts on $P$ alone and gives $L_zP=-i(\gamma x-y)$. Hence

$$
E_L=\alpha+\tfrac12(\Omega^2-\alpha^2)r^2
+\frac{\alpha L-\frac{iB}{2}(\gamma x-y)}{P}. \tag{13}
$$

At $x=0.4$, $y=0.7$ bohr the numerator is $0.832+0.710i$ and $P=1.11+0.35i$. Therefore

$$
\operatorname{Im}E_L=\frac{0.710(1.11)-0.832(0.35)}{1.11^2+0.35^2}
=\frac{0.4969}{1.3546}=0.3668\ \text{hartree}.
$$

Half the logarithmic rate of change of $\rho$, obtained by evolving the state over a short time, is also 0.3668 a.u. at this point.

### Why the mean vanishes

Integrating (8) over configuration space, with the zeros of $\psi$ and the singular points of $V$ first cut out, gives

$$
\int\rho\operatorname{Im}E_L\,dX=-\tfrac12\oint\mathbf j\cdot d\mathbf S. \tag{14}
$$

The surface includes the outer boundary and the boundaries of the removed regions. Each part must be examined.

At large distance, the Cauchy–Schwarz inequality gives $\int|\mathbf j|\,dX\le\|\psi\|\,\|\boldsymbol\pi\psi\|$, which is finite when the kinetic energy is finite. The integral of $|\mathbf j|$ over spheres is then itself integrable in the radius, so it tends to zero along some sequence of growing spheres. The volume integral converges, because $|\psi^*H\psi|$ is integrable, and its limit can be taken along that sequence.

At a generic zero of a complex function two real equations hold, so the zero set has two dimensions fewer than configuration space. A tube of radius $\epsilon$ around a smooth part of it has surface area proportional to $\epsilon$. On the tube $|\mathbf j|\le|\psi||\boldsymbol\pi\psi|$ is also of order $\epsilon$, so the flux is at most of order $\epsilon^2$. At a Coulomb coalescence in three dimensions $\mathbf j$ is bounded, and the removed surface shrinks as $\epsilon^2$. These contributions vanish, and

$$
\boxed{\langle\operatorname{Im}E_L\rangle=0},\qquad
\langle\operatorname{Re}E_L\rangle=\frac{\langle\psi|H\psi\rangle}{\langle\psi|\psi\rangle}=E. \tag{15}
$$

Hermiticity states the same fact in one line: $\langle\psi|H\psi\rangle$ equals its own complex conjugate. The surface argument shows where this could break. In a simulation cell with periodic or twisted boundary conditions, and a periodic $\mathbf A$, the current is periodic and opposite faces cancel. At a hard wall $\psi=0$ and so $\mathbf j=0$.

The node of (1) lies at $(-c,0)$. A distance $s$ above it, $P=\gamma s$, and (13) gives

$$
\operatorname{Im}E_L=\left(\frac{\alpha c\eta}{|\gamma|^2}+\frac{Bc}{2}\right)\frac1s+\frac{B\kappa}{2|\gamma|^2}
=\frac{1.1324}{s}+0.441. \tag{16}
$$

This is 113.68 hartree at $s=0.01$ bohr and 1132.79 hartree at 0.001 bohr, as computed. Meanwhile the flux of $\mathbf j$ through a circle around the node, for $\psi$ as written in (1), falls from $-1.04\times10^{-5}$ to $-1.05\times10^{-9}$ a.u. when the radius falls from 0.1 to 0.01 bohr. That is a factor of $10^4$, faster than the bound requires.

### A case where the mean is not zero

Let $\psi=e^{-x^2/2+iq|x|}$ in one dimension, without a field. The phase has a kink at the origin. For $x\ne0$, (10) with $v=q\operatorname{sgn}x$ and $u=-x$ gives $\operatorname{Im}E_L=q|x|$, which is never negative. Its average is

$$
\langle q|x|\rangle=\frac{2q\int_0^\infty xe^{-x^2}dx}{\sqrt\pi}=\frac q{\sqrt\pi}=0.4231\ \text{hartree}
\quad(q=0.75\ \text{bohr}^{-1}). \tag{17}
$$

The current jumps from $-q$ to $q$ at the origin, and half this jump divided by the norm $\sqrt\pi$ is the same number. The second derivative contains $2iq\,\delta(x)\psi$, whose contribution $-q/\sqrt\pi$ to the imaginary part would restore zero, but samples at $x\ne0$ never see it. This $\psi$ is outside the domain of $H$.

## 2. The variance and its use in estimators

The symbols carried over are these. The local energy is $E_L=H\psi/\psi$, the density is $\rho=|\psi|^2$, and $\langle\cdot\rangle$ is an average over normalized $\rho$. With $\psi=Re^{iS}$ and $\mathbf v=\nabla S+\mathbf A$, the current is $\mathbf j=\rho\mathbf v$. For $\psi$ in the domain of $H$, the first half established

$$
\operatorname{Im}E_L=-\frac{\nabla\cdot\mathbf j}{2\rho},\qquad
\langle\operatorname{Im}E_L\rangle=0,\qquad
\langle\operatorname{Re}E_L\rangle=E.
$$

The two-dimensional example is $\psi=(c+x+\gamma y)e^{-\alpha r^2/2}$ with $\gamma=\kappa+i\eta$, in a well whose effective frequency satisfies $\Omega^2=1.25$. Hartree atomic units apply throughout.

### Two contributions and no cross term

Define the variance of $H$ by the norm of the residual,

$$
\sigma_H^2=\frac{\|(H-E)\psi\|^2}{\|\psi\|^2}. \tag{18}
$$

This needs one application of $H$. If $H\psi$ is also in the domain, it equals $\langle\psi|H^2|\psi\rangle/\langle\psi|\psi\rangle-E^2$. Since $(H-E)\psi=(E_L-E)\psi$ away from the zeros of $\psi$, which have zero volume,

$$
\sigma_H^2=\langle|E_L-E|^2\rangle
=\left\langle(\operatorname{Re}E_L-E)^2+(\operatorname{Im}E_L)^2\right\rangle.
$$

The second equality is the squared modulus of a complex number with real part $\operatorname{Re}E_L-E$, because $E$ is real. Therefore

$$
\boxed{\sigma_H^2=\operatorname{Var}(\operatorname{Re}E_L)+\langle(\operatorname{Im}E_L)^2\rangle}. \tag{19}
$$

The zero mean makes the second term the variance of the imaginary part. The absence of a cross term does not require the two parts to be uncorrelated. By (8), the second term can also be written

$$
\langle(\operatorname{Im}E_L)^2\rangle=\frac{1}{4\int\rho\,dX}\int\frac{(\nabla\cdot\mathbf j)^2}{\rho}\,dX. \tag{20}
$$

It measures how far the current is from being divergence-free, that is, by (11), how far the density is from being momentarily stationary. Both terms in (19) are non-negative, so $\sigma_H=0$ requires both to vanish; then $H\psi=E\psi$.

For the two-dimensional example, quadrature gives

$$
0.277831+0.286076=0.563907\ \text{hartree}^2.
$$

The variance from the matrix of $H$ in an oscillator basis, which uses no local energy, is 0.563907 hartree². The imaginary share is $0.286076/0.563907=50.7\,\%$.

The modulus in (19) matters in code. Squaring the complex local energy without conjugation gives

$$
\langle E_L^2\rangle-E^2=\operatorname{Var}(\operatorname{Re}E_L)-\langle(\operatorname{Im}E_L)^2\rangle
+2i\langle\operatorname{Re}E_L\operatorname{Im}E_L\rangle. \tag{21}
$$

Its real part here is $0.277831-0.286076=-0.008245$ hartree², which cannot be a variance.

For a trial function in the domain of $H$, the imaginary part of the local energy averages to zero, yet its mean square adds to the variance of the real part to give the full variance of $H$. What remains is to work out the example's energy by hand and to see what the imaginary part means for statistical errors, variance minimization, fixed-phase diffusion Monte Carlo and checks of an implementation.
